Steady interstitial loss from a buried source to an imperfect surface

Ion implantation leaves silicon with surplus self-interstitials, many of them bound in small clusters. During annealing the clusters release them, and the surplus speeds up dopants that diffuse with the help of interstitials. The surplus lasts until the interstitials find a sink, usually the wafer surface. This problem asks how fast a surface of finite quality removes them.

**The model.** Depth x is measured from the surface at x = 0. The clusters form a thin plane at x = a, and a plane at x = w > a absorbs interstitials without saturating. Interstitials are neutral, have constant diffusivity D, and are lost nowhere else. C is their concentration in excess of the uniform equilibrium value C*, averaged over planes parallel to the surface, so C(w) = 0 at the deep sink. The surface removes s C(0) interstitials per area and time, where s is the surface recombination velocity. The fluxes J_s toward the surface and J_d toward the deep sink are both counted positive. The source emits G interstitials per area and time.

**(a) Find the steady profile on each side of the source in terms of J_s and J_d. What length characterizes the surface?**

*Solution.* In the steady state, diffusion balances emission:

D C″ + G δ(x − a) = 0.

The flux in the direction of increasing x is −D C′, so the flux toward the surface is +D C′. Away from the source C″ = 0, and the flux is constant on each side.

For 0 < x < a, D C′ = J_s. Integration from the surface gives

C(x) = C(0) + J_s x/D.

What arrives at the surface is removed there, so J_s = s C(0), or C(0) = J_s/s. With the length

ℓ = D/s

this becomes C(0) = J_s ℓ/D, and therefore

C(x) = J_s (x + ℓ)/D, 0 ≤ x ≤ a.

Extended beyond the surface, this line reaches zero at x = −ℓ. The imperfect surface acts like a perfect one placed a distance ℓ further away.

For a < x < w the flux runs toward increasing x, so −D C′ = J_d. With C(w) = 0,

C(x) = J_d (w − x)/D, a ≤ x ≤ w.

**(b) Find the surface loss in two cases: the source emits at a given rate G, or the source holds its plane at a given excess concentration C_a.**

*Solution.* The concentration is continuous at the source, so both profiles give the same C_a:

C_a = J_s (a + ℓ)/D = J_d (w − a)/D.

If C_a is given, the two fluxes follow at once:

J_s = D C_a/(a + ℓ), J_d = D C_a/(w − a).

Here the surface flux does not depend on the position of the deep sink. Clusters that exchange interstitials quickly with their surroundings come close to this case, provided they are so closely spaced that the concentration at their edges differs little from the plane average C_a.

If G is given, a second relation is needed. Integrating the balance equation across the source gives

D C′(a+) − D C′(a−) + G = 0.

Since D C′(a+) = −J_d and D C′(a−) = J_s, this says J_s + J_d = G. Continuity gives J_d = J_s (a + ℓ)/(w − a), so

G = J_s [1 + (a + ℓ)/(w − a)] = J_s (w + ℓ)/(w − a),

J_s = G (w − a)/(w + ℓ).

The remainder goes to the deep sink:

J_d = G − J_s = G (a + ℓ)/(w + ℓ).

The source concentration is then

C_a = G (a + ℓ)(w − a)/[D (w + ℓ)].

Multiplying numerator and denominator of J_s by s, with sℓ = D, gives a form that remains usable at s = 0:

J_s = G s (w − a)/(D + s w).

The two cases describe the same family of steady states. They differ in what is held fixed when s changes.

**(c) Recover the absorbing and reflecting surfaces. How small or large must ℓ be in each case?**

*Solution.* Take first a source held at C_a. As s grows, ℓ → 0 and

J_s → D C_a/a.

Diffusion from the source to the surface limits the loss. The limiting formula exceeds the full result by the relative amount

(D C_a/a)/J_s − 1 = (a + ℓ)/a − 1 = ℓ/a,

so the condition is ℓ ≪ a. In the opposite limit ℓ ≫ a,

J_s → D C_a/ℓ = s C_a.

The concentration above the source is now nearly uniform, and the surface reaction limits the loss. The relative excess of this formula is (a + ℓ)/ℓ − 1 = a/ℓ. At s = 0 the surface loss vanishes.

For a fixed rate G, the absorbing limit is

J_s → G (1 − a/w),

with relative excess (w + ℓ)/w − 1 = ℓ/w. The reflecting limit is

J_s → G (w − a)/ℓ = s G (w − a)/D,

with relative excess (w + ℓ)/ℓ − 1 = w/ℓ. At s = 0 everything goes to the deep sink, and C = C_a throughout 0 ≤ x ≤ a.

The conditions differ: ℓ is compared with a when C_a is fixed, but with w when G is fixed. If a ≪ ℓ ≪ w, a source held at C_a loses interstitials at nearly the reaction-limited rate s C_a. Yet a source of fixed rate still sends most of its output to the surface, because its concentration rises until the surface can accept the flux.

**(d) Remove the deep sink by letting w → ∞. Does the fixed-rate source still have a reflecting limit?**

*Solution.* For any fixed s > 0,

J_s = G (w − a)/(w + ℓ) → G, C_a → G (a + ℓ)/D.

The steady loss no longer depends on s; a poorer surface raises the concentration instead. If s → 0 is taken first at finite w, J_s → 0. The two limits therefore do not commute.

With s = 0 and no deep sink there is no steady state. Integrating the time-dependent diffusion equation over all depths leaves

d/dt ∫ C dx = G,

so the content grows as G t. A reflecting limit of steady loss needs either another sink or a source whose concentration is held fixed.

A sink at 60 000 nm, with a = 100 nm and D = 2 × 10⁻⁷ cm²/s, shows the competition. For s = 0.1 cm/s, ℓ = 20 nm and the surface takes 0.998 of the emission. For s = 10⁻⁷ cm/s, ℓ = 2 cm and its share is 0.003. The second value of s serves to show the order of limits and is not meant to describe a real wafer.

**(e) The clusters occupy a band of finite thickness. Which depth replaces a?**

*Solution.* For a fixed emission density g(x) within 0 < x < w, with ∫ g dx = G, the equation is linear and the contributions add:

J_s = ∫ g(x) (w − x)/(w + ℓ) dx = G (w − x̄)/(w + ℓ),

where x̄ = (1/G) ∫ x g(x) dx. The mean depth replaces a, whatever the shape of the band.

If instead the whole band from a − h to a + h is held at C_a, no gradient exists inside it. The surface flux starts from the shallow edge:

J_s = D C_a/(a − h + ℓ).

The deep flux starts from the other edge, which replaces w − a by w − a − h.

**(f) The clusters hold N interstitials per area. When may the steady formulas be used while they dissolve, and how long do they last at fixed C_a?**

*Solution.* A deviation from the steady state that vanishes at w can be built from modes

sin[k(w − x)] exp(−D k² t).

The surface condition D C′(0) = s C(0) gives −D k cos(kw) = s sin(kw), or

tan(kw) = −kℓ.

For finite s > 0 the smallest root has kw between π/2 and π. The slowest relaxation time τ = 1/(D k²) is therefore shorter than 4w²/(π² D).

This holds for fixed G. Holding C_a fixed cannot slow the relaxation. The decay rates are the stationary values of

D [∫ f′² dx + f(0)²/ℓ] / ∫ f² dx, with f(w) = 0,

and a fixed C_a adds the requirement f(a) = 0. The minimum over a narrower set of functions cannot be lower.

The dissolved excess is the area under the two straight profiles:

M = (J_s/D)(a²/2 + aℓ) + C_a (w − a)/2
= C_a [a(a + 2ℓ)/(2(a + ℓ)) + (w − a)/2].

If M ≪ N and the dissolution lasts much longer than τ, the clusters supply the steady fluxes for nearly the whole time, and

t_d = N/(J_s + J_d) = N (a + ℓ)(w − a)/[D C_a (w + ℓ)].

**(g) Evaluate the loss for clusters 100 nm deep in silicon at 1073 K, above a layer of dislocation loops at 600 nm.**

*Solution.* Round, rough values are D = 2 × 10⁻⁷ cm²/s, C* = 4 × 10⁸ cm⁻³ and N = 2 × 10¹³ cm⁻². The total concentration at the clusters is taken as 2000 C*, so

C_a = 1999 × 4 × 10⁸ cm⁻³ = 8.0 × 10¹¹ cm⁻³.

This C* is probably too low. Measured silicon self-diffusion, extrapolated to 1073 K, points to a product D C* roughly ten times larger. With C* near 4 × 10⁹ cm⁻³, the same C_a would mean a supersaturation of about 200. The fluxes and dissolution times below use C_a directly and would not change.

For s = 0.1 cm/s, ℓ = 2 × 10⁻⁶ cm = 20 nm. With a + ℓ = 1.2 × 10⁻⁵ cm and w − a = 5 × 10⁻⁵ cm,

J_s = (2 × 10⁻⁷)(8.0 × 10¹¹)/(1.2 × 10⁻⁵) = 1.33 × 10¹⁰ cm⁻² s⁻¹,

J_d = (2 × 10⁻⁷)(8.0 × 10¹¹)/(5 × 10⁻⁵) = 3.2 × 10⁹ cm⁻² s⁻¹.

The surface takes 500/620 = 0.81 of the loss, and the clusters last

t_d = 2 × 10¹³/(1.65 × 10¹⁰) s ≈ 1210 s, about 20 min.

Two other surfaces, with C_a and all else held fixed, show the limits:

- s = 5 cm/s, ℓ = 0.4 nm: J_s = 1.59 × 10¹⁰ cm⁻² s⁻¹, surface share 0.83, t_d ≈ 1050 s. The absorbing formula is 0.4 % above the full result.
- s = 10⁻⁴ cm/s, ℓ = 20 000 nm: J_s = 8.0 × 10⁷ cm⁻² s⁻¹, surface share 0.024, t_d ≈ 6100 s. The reflecting formula s C_a is 0.5 % above the full result. For a fixed rate the corresponding excess is w/ℓ = 3 %.

The dissolution time grows only about sixfold between these surfaces, although J_s falls by a factor of 200, because the deep sink keeps working.

At s = 0.1 cm/s the slowest relaxation time is 1.9 ms. In a numerical solution starting without excess at fixed G, the surface flux was 0.23 of its steady value after 0.1τ and 0.99998 of it after 10τ. The dissolved excess is M = 2.5 × 10⁷ cm⁻², about one millionth of N. Both conditions of part (f) hold in this model, which contains no traps. The numerical output below lists the values.

**(h) What does the surface do to the total dopant enhancement, once all clusters have dissolved?**

*Solution.* Let Γ(x) = ∫ C(x,t) dt over the whole anneal. Suppose that C is zero at the start and has returned to zero at the end. Integrating the diffusion equation over time removes the time derivative:

0 = D Γ″ + N δ(x − a).

The boundary conditions keep their form, so Γ obeys the steady problem with G replaced by N. At the source,

Γ(a) = N (a + ℓ)(w − a)/[D (w + ℓ)].

This does not contain C_a and holds for any history of emission. A higher supersaturation gives stronger enhancement for a shorter time, with the same integral.

If a dopant diffuses entirely through interstitials in local equilibrium, its diffusivity is its equilibrium value times 1 + C/C*. The surplus then adds an equivalent annealing time Γ/C*. For s = 0.1 cm/s, (a + ℓ)(w − a)/(w + ℓ) = 120 × 500/620 nm = 96.8 nm, and

Γ(a)/C* = (2 × 10¹³)(9.68 × 10⁻⁶)/[(2 × 10⁻⁷)(4 × 10⁸)] s ≈ 2.4 × 10⁶ s.

At fixed ℓ, this time is inversely proportional to D C*. With the roughly tenfold larger product suggested by self-diffusion, it is about 2 × 10⁵ s, which is the more realistic estimate for silicon.

At the surface the added time is only a fraction ℓ/(a + ℓ) = 0.17 of the value at the source. For the nearly reflecting surface the length is 20 100 × 500/20 600 nm = 488 nm, so the enhancement at the source depth is five times larger. A good surface thus limits dopant spreading, most strongly near the surface itself.

**(i) Which neglected effects matter for these numbers?**

*Solution.* The estimates refer to s = 0.1 cm/s and a source held at fixed concentration.

*Source width.* A band of half-width 20 nm held at C_a raises the surface flux by the factor 120/100, or 20 %. Separate clusters have a higher concentration at their edges than the plane average C_a. That difference depends on their size and spacing and is not included here.

*The loop layer.* An absorbing disc of radius r captures 8rDC interstitials per time. This follows from the electrostatic analogy: 4πD times the Gaussian capacitance 2r/π of a conducting disc. With n discs per area, the layer needs a mean excess J_d/(8rnD), which adds a length 1/(8rn) to the deep path. For r = 10 nm and n = 5 × 10¹⁰ cm⁻² this is 25 nm and lowers J_d by 5 %. The formula for isolated discs overestimates the length here, since the loops are only about 45 nm apart. For discs lying in the plane of the layer, the length is about 12 nm if they form a square lattice and about 15 nm if they are placed at random without overlap. If the loops also maintain a supersaturation of 20, J_d falls by 19/1999, about 1 %. With the larger C* mentioned in part (g), the clusters are at a supersaturation of only about 200, and the reduction is about 10 %.

*Vacancies and carbon.* Take a vacancy concentration C_V = 10¹² cm⁻³, a capture radius r_c = 0.3 nm, and vacancies as mobile as interstitials. The recombination rate per volume is then 8π r_c D C C_V. Integrated over the linear profile above the source, and divided by J_s, it gives 8π r_c C_V a(a/2 + ℓ), about 0.005 %. Carbon at 10¹⁶ cm⁻³, binding one interstitial per atom down to the loop layer, could hold 3 % of N. The deep flux is not steady while these traps fill. If they fill behind a sharp front, it reaches the loops after (10¹⁶ cm⁻³)(w − a)²/(2 D C_a) ≈ 80 s. The front is not sharp at this carbon level: with diffusion-limited capture at r_c = 0.3 nm, the capture length (4π r_c × 10¹⁶ cm⁻³)^(−1/2) is about 160 nm, and the flux arriving at the loops reaches 90 % of its steady value only after about 190 s. Either time is far longer than τ and shorter than t_d.

*Charge.* If interstitials have potential energy u(x) in units of kT, the flux toward the surface is J_s = D(C′ + u′C). Multiplying by exp(u) makes the right side D[C exp(u)]′. For u = v x/a, integration from 0 to a with C(0) = J_s ℓ/D gives

J_s = D C_a exp(v)/[a(exp(v) − 1)/v + ℓ].

Charge neutrality at a doping of 10¹⁸ cm⁻³ and an intrinsic density of 2.5 × 10¹⁸ cm⁻³ gives a step |v| = arcsinh(0.2) = 0.20 for a singly charged interstitial, relative to undoped material. With the linear potential assumed above, the surface flux changes by +12 % or −11 %, depending on the sign. A step of the same height has a larger effect if it lies close to the source and a smaller one if it lies close to the surface.

*Temperature.* If D C_a follows an activation energy of 3.7 eV, a rough value, a 10 K higher temperature raises the fluxes by 45 % at fixed ℓ. This is the largest entry here.

**Comparison with a real anneal.** The example resembles rod-like interstitial defects dissolving near 800 °C after a non-amorphizing implant, which takes minutes to tens of minutes as a rough scale. Its 20 min is an order-of-magnitude result, because D, C* and the supersaturation are rough. Real clusters coarsen, so C_a does not stay constant; halving it throughout would double t_d. Many wafers also lack a deep loop layer. Without one, a source held at C_a keeps the same steady surface flux, and that flux alone would empty the clusters in N/J_s ≈ 1500 s. A trap-free bulk takes up less than 0.1 % of N in that time, but carbon at 10¹⁶ cm⁻³ extending into the bulk would take about 10 % and shorten the time to about 1350 s. The value s = 10⁻⁴ cm/s was chosen to display the reflecting limit, while ℓ = 0.4 nm is already comparable with atomic spacings, where a continuum description ends.

Computed results

```
INPUTS (round, rough typical values)
temperature                        1073 K
interstitial diffusivity D         2.0e-07 cm^2/s
equilibrium concentration          4.0e+08 cm^-3
supersaturation at clusters        2000
source depth a, sink depth w       100 nm, 600 nm
cluster inventory                  2.0e+13 cm^-2
PINNED SOURCE
excess concentration at source     7.996e+11 cm^-3
flux to deep sink                  3.198e+09 cm^-2 s^-1
s = 5.0e+00 cm/s: length D/s       0.4 nm
   surface flux                    1.593e+10 cm^-2 s^-1
   surface share of all loss       0.8328
   cluster dissolution time        1046 s
s = 1.0e-01 cm/s: length D/s       20.0 nm
   surface flux                    1.333e+10 cm^-2 s^-1
   surface share of all loss       0.8065
   cluster dissolution time        1210 s
s = 1.0e-04 cm/s: length D/s       20000.0 nm
   surface flux                    7.956e+07 cm^-2 s^-1
   surface share of all loss       0.0243
   cluster dissolution time        6101 s
C(0)/C_a at s = 0.1 cm/s           0.1667
absorbing-limit flux D C_a/a       1.599e+10 cm^-2 s^-1
reflecting-limit flux, s=1e-4 cm/s 7.996e+07 cm^-2 s^-1
EXCESS OF LIMITING FORMULA OVER FULL RESULT
absorbing, s=5 cm/s, pinned        0.400 %
absorbing, s=5 cm/s, fixed rate    0.067 %
reflecting, s=1e-4 cm/s, pinned    0.500 %
reflecting, s=1e-4 cm/s, fixed rate 3.000 %
FIXED RATE, SINK MOVED TO 60000 nm
surface share, s = 0.1 cm/s        0.9980
surface share, s = 1e-7 cm/s       0.0030
STEADINESS, s = 0.1 cm/s
slowest relaxation time            1.947 ms
flux/steady at 0.1 and 10 times it 0.228, 0.99998
interstitials in solution          2.47e+07 cm^-2
NEGLECTED EFFECTS, s = 0.1 cm/s
band half-width 20 nm: surface flux +20.0 %
loops: radius 10 nm, density 5e+10 cm^-2
   added length 25.0 nm, deep flux -4.8 %
loop supersaturation 20: deep flux -0.95 %
vacancies 1e+12 cm^-3, capture radius 0.3 nm
   loss relative to surface flux   0.0053 %
carbon 1e+16 cm^-3: capacity/inventory 3.0 %
doping 1.0e+18, intrinsic density 2.5e+18 cm^-3
   potential energy step           0.199 kT
   drift: surface flux +12.1 % or -11.1 %
+10 K at 3.7 eV activation: fluxes +45 %
```
